Weighted mobility from Seebeck coefficient and conductivity with error analysis

**1. The dilute case**

Let an n-type film have Seebeck coefficient S and conductivity σ at temperature T. Write x = E/kT for the electron energy above the band edge and η for the chemical potential measured from the same edge, also divided by kT. Suppose the electrons are dilute, so that the occupation is f = e^(η−x), and suppose that electrons of energy x contribute to conduction in proportion to x(−df/dx). Section 2 shows that acoustic phonons give this weight. Then

σ = A μ_w ∫₀^∞ x e^(η−x) dx = A μ_w e^η,

where A is a known constant at given T and μ_w is the weighted mobility, a mobility multiplied by a density-of-states factor. The Seebeck coefficient measures the mean energy carried, relative to the chemical potential. With s = e|S|/k,

s = ⟨x − η⟩ = ∫x²e^(−x)dx / ∫xe^(−x)dx − η = 2 − η.

The first measurement gives η = 2 − s. The second then gives

μ_w = (σ/A) e^(s−2).

No carrier density or effective mass is needed. For S = −200 µV/K, k/e = 86.173 µV/K gives s = 2.3209 and η = −0.32. But then e^η = 0.73, which is not small, so the dilute assumption fails. Fermi statistics are needed to find η and to learn how far μ_w is off.

**2. The transport model**

Assume one parabolic band of N_v equivalent ellipsoidal valleys with masses m₁, m₂, m₃, contributing equally along the measured axis i. For tilted valleys, as in bismuth telluride, the contributions differ, and 1/m_i below stands for the average over valleys of the inverse mass along i. Scattering stays within a valley. Minority carriers and phonon drag are left out.

A long acoustic wave shifts the band edge by a deformation potential D times the strain. For wave number q, frequency ω = cq, mass density ρ and volume V, the squared matrix element for absorption is D²q²ħN/(2ρωV); for emission N is replaced by N + 1. If ħω ≪ kT, both N and N + 1 are close to kT/ħω, and the sum is

D²q²ħ(2kT/ħω)/(2ρωV) = D²kT/(ρc²V).

It does not depend on q. All final states on the energy surface are equally likely, so the mean velocity after a collision is zero and the scattering time is also the relaxation time. Let g(E) be the density of states of one valley with both spins. Spin is conserved, so g/2 final states are available:

1/τ = (2π/ħ)(D²kT/ρc²)(g/2) = πD²kT g/(ħρc²).

Since g ∝ E^(1/2), τ = τ₀x^(−1/2), where τ₀ is the value at E = kT and varies as T^(−3/2) for fixed band and elastic constants.

Next let a field ℰ, a gradient μ′ of the chemical potential and a gradient T′ act along i. The electron charge is −e. The steady Boltzmann equation gives the change in occupation

δf = −τv(−∂f/∂E)[eℰ + μ′ + (E − μ)T′/T].

The current is −e times the sum of vδf over states:

j = e Σ τv²(−∂f/∂E)[eℰ + μ′ + (E − μ)T′/T].

At T′ = 0 this gives σ = ∫σ_E(−∂f/∂E)dE, with σ_E = N_v e²τ⟨v²⟩g. At j = 0 the measured field ℰ + μ′/e equals ST′, hence

S = −⟨E − μ⟩/(eT) = −(k/e)⟨x − η⟩,

where the average has weight σ_E(−∂f/∂E). The minus sign comes from the electron charge.

To find σ_E, note that each axis holds on average one third of the kinetic energy, so ⟨v²⟩ = 2E/(3m_i). Also

g = (m₁m₂m₃)^(1/2) 2^(3/2) E^(1/2)/(2π²ħ³).

The factors E^(1/2) in g and E^(−1/2) in τ cancel, leaving the linear weight of Section 1:

σ_E = N_v (e²τ₀/m_i)(m₁m₂m₃)^(1/2) (2kT)^(3/2) x/(3π²ħ³).

Define

μ_w = N_v (m₁m₂m₃)^(1/2) m_e^(−3/2) eτ₀/m_i.

With ħ³ = h³/(8π³) this becomes σ_E = Aμ_w x, where

A = 8πe(2m_e kT)^(3/2)/(3h³).

The quantity eτ₀/m_i is not the drift mobility. In the dilute limit, dividing σ by e times the density gives (2/3)∫xe^(−x)dx/∫x^(1/2)e^(−x)dx = 4/(3√π) = 0.752 times eτ₀/m_i.

**3. The equation to be inverted**

Now f = 1/(1 + e^(x−η)). Define F_j(η) = ∫₀^∞ x^j f dx. Integration by parts, with vanishing boundary terms, gives

∫x(−f′)dx = F₀ = ln(1 + e^η),  ∫x²(−f′)dx = 2F₁.

The two measured quantities are therefore

s = 2F₁/F₀ − η,  σ = Aμ_w F₀.

An anisotropic valley provides a test. Conductivity and Seebeck coefficient were summed directly in three-dimensional k-space for masses 0.10, 0.25 and 0.50 m_e, T = 320 K, η = 1.3 and τ₀ = 30 fs. Inversion recovered the known μ_w on each axis with a largest relative error of 7.9×10⁻⁷.

*Uniqueness.* Since ∂f/∂η = −∂f/∂x, integration by parts gives F₁′ = F₀, a prime on F now meaning d/dη. Thus

s′ = 2 − 2F₁F₀′/F₀² − 1 = 1 − 2F₁F₀′/F₀².

This is negative if G = 2F₁ − F₀²/F₀′ is positive. As η → −∞, every term of G tends to zero. Its derivative is

G′ = 2F₀ − 2F₀ + F₀²F₀″/F₀′² = F₀²F₀″/F₀′².

Here F₀′ = 1/(1 + e^(−η)) and F₀″ = F₀′(1 − F₀′) > 0, so G > 0 and s falls strictly. It tends to infinity in the dilute limit. It stays positive, because G > 0 gives 2F₁/F₀ > F₀/F₀′ > F₀ > η; with the upper bound below, it therefore tends to zero in the degenerate limit. Each s > 0 has exactly one η.

*Lower bound.* With u = e^η, the derivative of F₁ − F₀ is ln(1 + u) − u/(1 + u). This vanishes at u = 0 and has positive slope u/(1 + u)², so F₁ > F₀. Hence s > 2 − η, or η > 2 − s.

*Upper bound.* For η > 0 write F₀ = η + l, with l = ln(1 + e^(−η)). Integrating F₁′ = F₀ from −∞ to η, and using ∫₀^∞ ln(1 + e^(−t))dt = π²/12 twice, gives

F₁ = η²/2 + π²/6 − d,  d = ∫_η^∞ ln(1 + e^(−t))dt.

Substitution cancels the η² terms:

s = (2F₁ − ηF₀)/F₀ = (π²/3 − 2d − ηl)/(η + l) < π²/(3η).

A root at η ≤ 0 satisfies the resulting upper bound trivially. In all cases

2 − s < η < π²/(3s).

The lower end is the dilute answer and the upper end is the strongly degenerate one.

**4. A search that must converge**

For η > 0 use the last fraction for s. The original form subtracts two numbers near η to obtain one near π²/(3η), and so loses digits. For η ≤ 0 use the original form. The remaining function is a dilogarithm; with u = e^(−|η|),

d = u − u²/4 + u³/9 − …,

which equals F₁ itself when η ≤ 0. Twenty terms suffice for u < 0.1, since the truncation error is below the next term, 10⁻²¹/441. For larger u a dilogarithm routine is used.

The search runs as follows.

1. Start at 2 − s if s ≥ 1.5, otherwise at π²/(3s).
2. Compute the residual r = s(η) − s. If r > 0, η is the new lower end of the bracket; otherwise it is the new upper end.
3. Form the Newton point η − r/s′(η). Accept it if it lies in the bracket and its residual is at most half the present one. Otherwise take the midpoint.
4. Stop when |r| ≤ 10⁻¹² s.

If midpoints are taken infinitely often, the bracket shrinks to the root. If they are taken finitely often, all later steps halve the residual, which tends to zero. Since s(η) is continuous and strictly monotonic, η tends to the root. The argument is for exact arithmetic; the stopping rule allows for rounding. For 121 equally spaced values of η from −30 to 30, the search needed at most 4 steps.

**5. How errors reach the mobility**

At fixed σ and T, ln μ_w = constant − ln F₀. The chain rule gives

d ln μ_w/ds = −(F₀′/F₀)/s′.

Since s′ = −(2F₁F₀′ − F₀²)/F₀²,

d ln μ_w/ds = F₀F₀′/(2F₁F₀′ − F₀²) ≡ K.

In the dilute limit F₀, F₁ and F₀′ all approach e^η, so K → 1. An absolute error in S then sets the relative error in μ_w. In the degenerate limit F₀ ≈ η, F₀′ ≈ 1 and 2F₁F₀′ − F₀² ≈ π²/3, so K ≈ 3η/π² ≈ 1/s. There the relative error in μ_w equals the relative error in S. For small independent errors,

(δμ_w/μ_w)² ≈ (δσ/σ)² + (K e δS/k)².

When e^η is not large, the dilute formula is better for μ_w than for η. Expanding in u = e^η,

F₀ = u(1 − u/2 + u²/3 − …),  F₁ = u(1 − u/4 + u²/9 − …),

s − 2 + η = u/2 − 7u²/36 + ….

Therefore

u e^(s−2) = 1 + u/2 − 5u²/72 + …,  u/F₀ = 1 + u/2 − 6u²/72 + ….

The first corrections agree, and the ratio of the dilute mobility to the full one is 1 + u²/72 + …. For small u the error in η therefore largely cancels when μ_w is formed. In a degenerate film it does not: at η = 3 the dilute μ_w is 12% too high, and the excess grows with η.

For hand work the limits 1/F₀ ≈ e^(s−2) and 1/F₀ ≈ 3s/π² can be joined:

1/F₀ ≈ e^(s−2)/(1 + e^(−5(s−1))) + (3s/π²)/(1 + e^(5(s−1))).

On 400 points between s = 0.2 and 8, its largest relative error was 3.19%. It should not be used as s → 0: the first term tends to a nonzero constant while the true 1/F₀ vanishes, so the relative error grows without limit.

**6. A film for a spot cooler**

Take rough typical values for an n-type bismuth telluride film used to cool a hot spot on a chip: S = −200 µV/K, σ = 1000 S/cm, T = 300 K. The bracket is −0.3209 < η < 1.4175. The iterates are

η = −0.32090, residual 2.9×10⁻¹
η = 0.05747, residual 1.2×10⁻²
η = 0.07401, residual 2.4×10⁻⁵
η = 0.07404, residual 1.0×10⁻¹⁰

and a fourth step reaches rounding level. Each residual is roughly 0.14 to 0.18 times the square of the one before, as expected of Newton's method near a simple root.

At the root F₀ = 0.73085 and F₁ = 0.87518. As a check, 2(0.87518)/0.73085 − 0.07404 = 2.3209. The chemical potential lies 1.9 meV above the band edge. With A = 3.02445 C/cm³,

σ/A = 1000/3.02445 = 330.64 cm²/Vs,

μ_w = 330.64/0.73085 = 452 cm²/Vs = 0.0452 m²/Vs.

The dilute formula gives 330.64 e^0.3209 ≈ 456 cm²/Vs, less than 1% too high, although its η is wrong by 0.39.

Suppose S is uncertain by 10 µV/K and σ by 3%. Here K = 1.015, so the first error contributes 1.015 × 10/86.173 = 11.8%. The total is (11.8² + 3²)^(1/2) = 12.2% of μ_w. The thermal voltage measurement dominates.

The same model tells how much a change of doping could raise the power factor S²σ. The relative gain depends only on S, while μ_w sets the height of the maximum. At fixed μ_w and T, S²σ ∝ s²F₀, which is stationary where

2s′F₀ + sF₀′ = 0.

This gives η = 0.67 and |S| = 167 µV/K, confirmed as the maximum by a scan from η = −2 to 4. The power factor would rise from 40.0 to 41.3 µW/cmK², so in this model the film is already within about 3% of the largest power factor, although reaching it would take about 1.55 times the electron density. This gain need not help a cooler, whose figure of merit S²σT/κ also contains the thermal conductivity κ. With a rough lattice part of 1.2 W/mK and the electronic part from the same model, the denser doping would lower the figure of merit by about 11%. These numbers belong to the parabolic acoustic model. For the Kane bands of Section 7 with overlap factors and deformation-potential ratios of 1 and −1, the optimum lies at 182 to 187 µV/K, the gain is about 1% and the figure of merit falls by 3 to 5%; for an energy-independent τ the optimum lies at 130 µV/K, the gain is 12% and the figure of merit falls by 30%.

**7. What the single-band model leaves out**

The following estimates keep the measured S and σ fixed and change one assumption at a time. They are not additive.

*Holes.* For a rough gap of 0.15 eV, let holes have the same weighted mobility as electrons. The Seebeck coefficients add with conductivity weights and opposite signs. Holes therefore reduce |S|, and the electrons alone must have a larger s. The result is μ_w = 471 cm²/Vs, a shift of +4.0%. The shift is sensitive to the rough inputs: it is +9% for a gap of 0.13 eV, +2% for 0.17 eV, and +9% at 0.15 eV if the holes have twice the weighted mobility.

*Band shape.* In a Kane band the kinetic term obeys E(1 + E/E_g) = ħ²k²/2m. Because acoustic scattering keeps τg constant, σ_E follows v², and the weight becomes

x(1 + αx)/(1 + 2αx)²,  α = kT/E_g = 0.172.

High energies count less, so η must fall to −0.53 to reproduce s. Both changes reduce the transport integral, and the band-edge μ_w rises to about 1440 cm²/Vs, 3.2 times the parabolic value. This estimate omits the wave-function overlap factors of a Kane band. Their effect depends on how the valence-band deformation potential compares with that of the conduction band. In an isotropic two-band model that includes them, the ratio is about 1.5, 1.7 or 2.4 when the valence-band deformation potential is 1, 0 or −1 times that of the conduction band. In these three cases the overlap factors weaken the scattering at high energy and 3.2 is an overestimate. This is not general: for −2 and −3 times the conduction-band value the ratio is 3.4 and about 4.6. The rough gap matters as well: from 0.13 to 0.17 eV the value without overlap factors moves from 3.5 to 2.9, and the value 2.4 moves from 2.6 to 2.2.

*Scattering law.* An energy-independent τ gives the weight x^(3/2). Then η = 0.76 and μ_w = 186 cm²/Vs, with τ taken at E = kT: a shift of −59%.

*Direction.* In this model S is isotropic while σ is not. If conduction across the film is four times weaker, a rough value, the cross-plane μ_w is 113 cm²/Vs. A cooler that carries current across the film needs that value, not the in-plane one.

*Phonon energy and film thickness.* Take a rough sound speed of 3 km/s and six isotropic valleys of mass 0.20 m_e. At E = kT the largest phonon energy, estimated for an elastic reversal of the electron's motion, is 1.45 meV, against kT = 25.85 meV, and for dilute electrons the inelastic momentum-loss rate differs from the quasi-elastic one by only −0.06%. The same valleys give τ₀ = 96 fs and a mean free path of 20 nm. If the surfaces scatter diffusely, the film must be much thicker than this for their effect to be negligible.

With the overlap factors included, the band shape changes μ_w by a factor of about 1.5 to 2.4 for deformation-potential ratios of 1, 0 and −1, and the scattering law changes it by a factor of 2.4. The band shape matters because the rough gap is only about six times kT. The 12% measurement error is therefore not the uncertainty of the band-edge mobility. The value 452 cm²/Vs is best read as an effective parameter for comparing samples measured in the same direction and at the same temperature, provided their band structure, scattering law and Seebeck coefficients are alike. The last condition matters because the parabolic model does not remove the effect of doping exactly: in the Kane cases with overlap factors and ratios of 1, 0 and −1, with holes left out, doping that takes |S| from 220 to 100 µV/K lowers the extracted value by 15 to 20% although the band-edge μ_w is unchanged.

Temperature of use matters too. At 85 °C the acoustic law lowers μ_w to 347 cm²/Vs, while the product Aμ_w stays at 1368 S/cm. At fixed electron density, T^(3/2)F_(1/2)(η) is constant, so η falls to −0.26. The parabolic one-band prediction is S = −221 µV/K and σ = 784 S/cm; Kane bands with overlap factors and deformation-potential ratios of 1 and −1 give a σ 10 to 13% lower. Repeating the extraction and prediction with holes, at fixed net charge and equal density-of-states masses, gives −209 µV/K and 804 S/cm. For this gap, holes thus remove more than half of the predicted rise in |S|; the share is about one third for a gap of 0.17 eV and about all of the rise for 0.13 eV. The numerical output below gives further digits for many of the values quoted.

Computed results

```
input S = -200 uV/K, sigma = 1000 S/cm, T = 300 K
k/e = 86.173 uV/K; s = 2.32090
bracket for eta: -0.32090 to 1.41749
iterate 0: eta = -0.3209036243, residual = 2.89e-01
iterate 1: eta = 0.0574658554, residual = 1.16e-02
iterate 2: eta = 0.0740062800, residual = 2.37e-05
iterate 3: eta = 0.0740402157, residual = 1.00e-10
iterate 4: eta = 0.0740402158, residual = 1.78e-15
F0 = 0.73085, F1 = 0.87518, dF0/deta = 0.51850
ds/deta = -0.69909
chemical potential above edge = 1.91 meV
A = 3.0244e+06 C/m3
A in engineering units = 3.02445 C/cm3
sigma/A = 330.64 cm2/Vs
sigma/F0 = 1368.3 S/cm
weighted mobility = 452.4 cm2/Vs = 0.04524 m2/Vs
hand formula mobility = 455.4 cm2/Vs
hand formula worst error, s 0.2 to 8 = 3.19 %
most solver steps, eta -30 to 30 = 4
k-space recovery worst error = 7.9e-07
drift mobility over e tau0/m, nondegenerate = 0.7523
d ln(mu_w)/ds = 1.0148
assumed errors: S 10 uV/K, sigma 3 %
mobility error from S = 11.8 %, total 12.2 %
power factor = 40.00 uW/cmK2
best power factor = 41.26 uW/cmK2
best eta = 0.6681, best |S| = 166.9 uV/K
rough gap = 0.15 eV; kT/gap = 0.1723
holes: eta = 0.0128, mu_w = 470.6 cm2/Vs, shift +4.0 %
Kane band: eta = -0.5259, mu_w = 1437.3 cm2/Vs, shift +217.7 %
constant tau: eta = 0.7566, mu_w = 185.8 cm2/Vs, shift -58.9 %
rough conductivity anisotropy = 4
cross-plane weighted mobility = 113.1 cm2/Vs
rough sound speed = 3.0 km/s
rough valley mass = 0.20 m_e, valleys = 6
largest phonon energy at E=kT = 1.45 meV
thermal energy kT = 25.85 meV
inelastic rate change at E=kT = -0.062 %
e tau0/m = 843 cm2/Vs, tau0 = 95.9 fs
mean free path = 20.4 nm
temperature of use = 358.15 K
weighted mobility there = 346.8 cm2/Vs
one band there: eta = -0.2573, S = -220.8 uV/K, sigma = 783.7 S/cm
with holes there: eta = -0.2991, S = -209.0 uV/K, sigma = 804.4 S/cm
```
